# Why voltage-controlled anisotropy alone cannot write a chosen magnetic state

Anyone who simulates a voltage-written magnetic bit must decide which initial states to run. Suppose a run starts with the magnetization up, applies a voltage pulse, and ends with the magnetization down. If the pulse has written "down", this single run is enough. If it has merely reversed whatever was there, a second run, started from down, will end up, and the device needs a read operation before every write. The choice depends on what a voltage-controlled anisotropy can and cannot do.

## The belief and its appeal

The belief is that a voltage which controls the perpendicular anisotropy of a thin magnetic layer can write both states: one polarity for up, the other for down. There are reasons to find it plausible. The anisotropy responds linearly to the voltage, so reversing the voltage does reverse an effect. A sufficient voltage removes the barrier between the two states. And simulated voltage pulses do switch the magnetization when an in-plane field is present.

What reverses with the voltage, however, is the change in barrier height, and a barrier is shared by both states.

Take the layer as a single macrospin with unit vector \(\mathbf m\), magnetization \(M\), volume \(v\) and moment \(\mu=Mv\). The easy axis is \(z\), and "up" means \(m_z>0\). In an applied field \(\mathbf B_a\) the energy density is
\[
e(\mathbf m)=-K(V)\,m_z^2-M\,\mathbf B_a\cdot\mathbf m,\qquad K(V)=K_0-\frac{\xi V}{d\,t_F}.
\]
Here \(d\) is the thickness of the insulating barrier, \(t_F\) that of the magnetic layer, and \(\xi\) the voltage coefficient. Positive \(V\) lowers \(K\) by convention. The demagnetizing energy of the disk is also quadratic in \(m_z\) and is included in \(K_0\).

The example is a model disk with round parameters: diameter 50 nm, \(t_F=d=1\) nm, \(M=1\) MA/m, \(K_0=100\) kJ/m³, \(\xi=100\) fJ/(V m), at 300 K. One volt changes \(K\) by
\[
\frac{10^{-13}\times 1}{10^{-9}\times10^{-9}}\ \text{J/m}^3=100\ \text{kJ/m}^3 .
\]
So \(K\) is 200, 100, 0 and −100 kJ/m³ at −1, 0, 1 and 2 V. The first two values favour the axis, the third favours nothing, and the last favours the plane. None favours one end of the axis. The 2 V case puts 2 V/nm across the insulator, near or above the breakdown field of thin oxide barriers. It is used here as a limiting case of the model, not as an operating point. The model also treats the insulator as carrying no current, which a real 1 nm tunnel barrier at 1 V does not satisfy; the last section gives the size of the effect.

## Equilibrium: equal weights at every voltage

With \(\mathbf B_a=0\), the Boltzmann density of \(z\equiv m_z\) is proportional to \(\exp(Kvz^2/k_BT)\), because equal intervals of \(z\) cover equal areas of the sphere. Substituting \(z\to-z\) gives
\[
\int_{-1}^{0}e^{Kvz^2/k_BT}\,dz=\int_{0}^{1}e^{Kvz^2/k_BT}\,dz ,
\]
and therefore \(P(\text{up})=1/2\) for any \(K\), of either sign. A preference would require a term odd in \(m_z\).

This settles equilibrium, but a nanosecond pulse drives the spin out of equilibrium, and there evenness of the energy is not sufficient. The equation of motion is
\[
\dot{\mathbf m}=-\gamma'\left[\mathbf m\times\mathbf B+\alpha\,\mathbf m\times(\mathbf m\times\mathbf B)\right],\qquad \gamma'=\frac{\gamma}{1+\alpha^2},
\]
with damping \(\alpha=0.01\) in the example. The effective field is
\[
\mathbf B=-\frac1M\frac{\partial e}{\partial\mathbf m}=B_K m_z\hat{\mathbf z}+\mathbf B_a,\qquad B_K=\frac{2K}{M}.
\]
At zero voltage \(B_K=200\) mT.

Let \(\mathbf n=-\mathbf m\) with \(\mathbf B_a=0\). The field is then odd, \(\mathbf B(\mathbf m)=-\mathbf B(\mathbf n)\). The product \(\mathbf m\times\mathbf B\) contains two sign changes and the double product contains three, so
\[
\dot{\mathbf n}=-\dot{\mathbf m}=+\gamma'\,\mathbf n\times\mathbf B(\mathbf n)-\alpha\gamma'\,\mathbf n\times(\mathbf n\times\mathbf B(\mathbf n)).
\]
The damping term has its original form, but the precession runs backwards. Reversal is not a symmetry of the motion.

A half-turn about \(x\) is one. Define \(R\mathbf m=(m_x,-m_y,-m_z)\). A rotation obeys \(R(\mathbf a\times\mathbf b)=R\mathbf a\times R\mathbf b\). For \(\mathbf B=(B_x,0,B_Km_z)\),
\[
\mathbf B(R\mathbf m)=(B_x,0,-B_Km_z)=R\,\mathbf B(\mathbf m).
\]
Thus if \(\mathbf m(t)\) is a solution, so is \(R\mathbf m(t)\), for any waveform \(V(t)\) and even with an in-plane field \(B_x\). Any pulse that takes up to down takes the rotated initial state from down to up. An added field \(B_z\) breaks the symmetry, since \(R\) would reverse it.

Direct integration under a sinusoidally varying voltage, with \(B_x=30\) mT, was used to test this. After 3 ns without \(B_z\), the two magnetizations were related by \(R\) to within \(10^{-5}\) in each component. With \(B_z=5\) mT, the largest component mismatch at the same time was 0.992.

## Voltage alone, without noise

Now set \(\mathbf B_a=0\), so that \(\mathbf B\) points along \(z\). Then \((\mathbf m\times\mathbf B)_z=0\), and precession does not change \(z\). The identity \(\mathbf m\times(\mathbf m\times\mathbf B)=\mathbf m(\mathbf m\cdot\mathbf B)-\mathbf B\), with \(\mathbf m\cdot\mathbf B=B_Kz^2\), gives
\[
\dot z=-\alpha\gamma'\left(z\,B_Kz^2-B_Kz\right)=\alpha\gamma'B_K(t)\,z(1-z^2).
\]
To integrate it for \(0<|z|<1\), note that
\[
\frac{d}{dt}\ln\frac{|z|}{\sqrt{1-z^2}}=\frac{\dot z}{z}+\frac{z\dot z}{1-z^2}=\frac{\dot z}{z(1-z^2)}=\alpha\gamma'B_K(t).
\]
Hence
\[
\frac{z(t)}{\sqrt{1-z(t)^2}}=\frac{z(0)}{\sqrt{1-z(0)^2}}\,\exp\!\left(\alpha\gamma'\int_0^tB_K(t')\,dt'\right).
\]
The exponential is positive, so the sign of \(m_z\) is conserved for every finite pulse, whatever its shape or polarity.

A strong pulse shows what this means. At 2 V, \(B_K=-200\) mT and the spin is driven towards the plane. Start it 8° from up, where the ratio on the right is \(\cot8^\circ=7.12\). With \(\gamma'=1.76\times10^{11}\) s⁻¹T⁻¹, the exponent after 5 ns is
\[
0.01\times1.76\times10^{11}\times(-0.2)\times5\times10^{-9}=-1.76 .
\]
The ratio becomes \(7.12\,e^{-1.76}=1.22\), so \(m_z=1.22/\sqrt{1+1.22^2}=0.77\). After 20 ns the exponent is −7.04 and \(m_z=0.0062\). The spin approaches the equator without crossing it, and in this noise-free model it returns to up when the anisotropy is restored.

## Voltage alone, with noise

At 300 K a value of 0.0062 offers no protection: small random kicks can easily carry the spin across. Noise therefore permits reversals. It does not permit a choice.

Let the spin start at up, and let \(S\) be the probability that it has not reached the equator by the end of the pulse. Thermal noise is isotropic and the anisotropy is uniaxial, so \(m_z\) evolves independently of the azimuth, by a law symmetric under \(z\to-z\). From its first arrival at \(z=0\), a spin is equally likely to be found later on either side. This holds for any \(V(t)\) fixed in advance, not adjusted in response to the spin. Adding the two groups,
\[
P(\text{up}\,|\,\text{up})=S+\tfrac12(1-S)=\tfrac12(1+S)\ \ge\ \tfrac12 .
\]
Writing "down" on a spin that starts up would require a value near zero. A voltage that changes only the anisotropy, and drives no spin-polarized current, can at most erase the bit.

The rate of erasure follows from the diffusion of \(z\). Its probability current consists of the damping drift found above and a diffusive part:
\[
J=\alpha\gamma'(1-z^2)B_Kz\,\rho-D(1-z^2)\frac{\partial\rho}{\partial z}.
\]
The constant \(D\) is fixed by requiring \(J=0\) in equilibrium. Since \(Kv=\mu B_K/2\), the Boltzmann density is \(\rho\propto\exp(\mu B_Kz^2/2k_BT)\), for which \(\partial\rho/\partial z=(\mu B_Kz/k_BT)\rho\). Therefore
\[
D=\frac{\alpha\gamma'k_BT}{\mu},
\]
which is 3.714 per microsecond here.

At 1 V, \(K=0\) and \(\partial_t\rho=D\,\partial_z[(1-z^2)\partial_z\rho]\). To find \(S\), remove each spin when it reaches the equator, by imposing \(\rho(0,t)=0\). The odd Legendre polynomials \(P_l\) satisfy this condition and decay at rates \(l(l+1)D\). On \(0\le z\le1\) they are orthogonal, with \(\int_0^1P_l^2dz=1/(2l+1)\). All the probability starts at \(z=1\), where \(P_l(1)=1\), so
\[
\rho(z,t)=\sum_{l\ \text{odd}}(2l+1)P_l(z)\,e^{-l(l+1)Dt}.
\]
The identity \((2l+1)P_l=P'_{l+1}-P'_{l-1}\) makes the integral over \(z\) elementary. The upper limits cancel, leaving
\[
S=\sum_{l\ \text{odd}}\left[P_{l-1}(0)-P_{l+1}(0)\right]e^{-l(l+1)Dt}
=\tfrac32e^{-2Dt}-\tfrac78e^{-12Dt}+\cdots
\]
After 100 ns, \(Dt=0.371\). The first two terms are 0.714 and −0.010, so \(S=0.70\) and \(P(\text{up})=(1+0.70)/2=0.85\). After 300 ns \(P(\text{up})\) is 0.58, and after 1000 ns it is 0.5004. A longer pulse brings the result closer to a coin toss, not to the opposite state.

The relation \(P=(1+S)/2\) was also tested with a changing voltage: 0.95 V for 50 ns, then 1.05 V for 50 ns. A stochastic simulation of 6000 vector spins gave \(P(\text{up})=0.833\), with a standard error of 0.005. A separate diffusion calculation of \(S\), with an absorbing wall at the equator, gave \((1+S)/2=0.833\).

## A timed pulse with an in-plane field: a toggle

An in-plane field makes fast switching possible, because precession about \(x\) can carry the spin through the equator. Before the pulse, let \(\theta\) be the angle from \(z\) in the \(xz\) plane. The energy density \(-K_0\cos^2\theta-MB_x\sin\theta\) is stationary when
\[
\cos\theta\,(2K_0\sin\theta-MB_x)=0 .
\]
For \(B_x<B_K\) the minima have \(\sin\theta=B_x/B_K\equiv s\), one on each side of the equator, with equal energies. The saddle between them is at \(\mathbf m=\hat{\mathbf x}\). Using \(MB_x=2K_0s\), the barrier per unit volume is
\[
-2K_0s+K_0(1-s^2)+2K_0s^2=K_0(1-s)^2 .
\]
With \(B_x=30\) mT, \(s=0.15\). The barrier falls from \(47.4\,k_BT\) to about \(34\,k_BT\), equally for both states. The field that enables switching costs retention.

Now apply 1 V, so that \(K=0\) and \(\mathbf B=B_x\hat{\mathbf x}\). With \(\omega=\gamma'B_x\), the components of the equation of motion are
\[
\dot m_x=\alpha\omega(1-m_x^2),\quad
\dot m_y=-\omega m_z-\alpha\omega m_xm_y,\quad
\dot m_z=\omega m_y-\alpha\omega m_xm_z .
\]
The first gives \(m_x=\tanh u\), with \(u=u_0+\alpha\omega t\) and \(\tanh u_0=s\). Since \(d(\operatorname{sech}u)/dt=-\alpha\omega\tanh u\,\operatorname{sech}u\), the damping terms in the other two equations are accounted for by a common factor \(\operatorname{sech}u\). What remains is uniform rotation:
\[
m_z=\pm\operatorname{sech}u\,\cos\omega t,\qquad m_y=\mp\operatorname{sech}u\,\sin\omega t ,
\]
with the upper signs for a start from up.

Half a period is \(\pi/\omega=0.595\) ns. At that moment a spin that began up has \(m_z=-0.984\), and one that began down has \(m_z=+0.984\). After the voltage is removed they settle at −0.989 and +0.989. After a full period, 1.190 ns, both return to where they began. The pulse length determines whether the state is reversed, not which state results.

The timing need not be exact. Once \(K_0\) is restored, the energy divided by \(\mu\) is \(\varepsilon=-(B_Km_z^2/2+B_xm_x)\), and damping lowers it:
\[
\dot\varepsilon=-\mathbf B\cdot\dot{\mathbf m}=-\alpha\gamma'\left[|\mathbf B|^2-(\mathbf m\cdot\mathbf B)^2\right]\le0 .
\]
On the equator \(\varepsilon=-B_xm_x\ge-B_x\). A spin whose energy is below \(-B_x\) can therefore no longer cross, and its side is locked if
\[
\tfrac12B_Km_z^2+B_xm_x>B_x .
\]
For pulses around the half period this gives a toggle window from 0.398 to 0.793 ns. Seven durations spanning the window were tested from both initial states, and each reversed the spin. The condition is sufficient, not necessary, so it gives no verdict on durations outside the window. These trajectories have instantaneous pulse edges and contain no noise, and the window is not an error rate. With thermal noise at 300 K, about 13 % of spins fail to reverse at 0.41 ns and about 21 % at 0.78 ns, while none of 500 failed at each of 0.50, 0.595 and 0.70 ns.

If a fraction \(p\) of spins is up beforehand, an ideal toggle leaves \(1-p\) up. From \(p=1/2\) it produces \(1/2\). Timed dynamics selects a wanted state when the initial state is known: read the bit, and pulse if it is wrong.

## A bias along the axis: a true write

To obtain the same result from both starts, something must distinguish up from down. Take a field \(B_z\), with \(B_x=0\). Repeating the projection on \(z\) gives
\[
\dot z=\alpha\gamma'(1-z^2)(B_Kz+B_z).
\]
Let \(B_z>0\) and put \(z=-1+\epsilon\). To first order in \(\epsilon\),
\[
\dot\epsilon=2\alpha\gamma'(B_z-B_K)\,\epsilon ,
\]
so the down state is unstable once \(B_K(V)<B_z\). For \(B_z=20\) mT this requires \(200(1-V/1\,\text{V})=20\), or \(V=0.90\) V. Runs at 0.05 V below and above this value, starting 8° from down, respectively stayed down and reversed.

At 1 V, where \(B_K=0\), the equation integrates to
\[
z(t)=\tanh\left(\operatorname{artanh}z(0)+\alpha\gamma'B_zt\right).
\]
A spin 8° from down reaches the equator after
\[
t=\frac{\operatorname{artanh}(\cos8^\circ)}{\alpha\gamma'B_z}=\frac{2.66}{3.52\times10^7\ \text{s}^{-1}}=75.5\ \text{ns}.
\]
After a 200 ns pulse and restoration of the barrier, \(B_z=+20\) mT gave \(m_z=+1.000\) from both starts, and \(B_z=-20\) mT gave −1.000 from both. The voltage had the same polarity each time. It opened the gate, and the field sign chose the state. This write is far slower than the toggle because it relies on damping, not precession.

Noise limits the choice even in equilibrium. At \(K=0\) the density is proportional to \(e^{bz}\), with \(b=\mu B_z/k_BT\), and
\[
P(\text{up})=\frac{e^b-1}{e^b-e^{-b}}=\frac1{1+e^{-b}},
\]
since the denominator equals \((e^b-1)(1+e^{-b})\). Without bias this is 1/2. For 20 mT, \(b=9.48\) and the probability of \(m_z<0\) is \(7.6\times10^{-5}\). That is the equilibrium value during the pulse, not the error of a 200 ns write, which for a start in the thermal down state is about \(1\times10^{-4}\).

More voltage does not improve this equilibrium choice, although it can speed up the escape from the wrong state during a short pulse. At 2 V, \(B_K=-200\) mT and the density is proportional to \(\exp[b(z-5z^2)]\). This is a Gaussian centred at \(z=0.1\), with standard deviation \(1/\sqrt{10b}=0.103\). Its centre is only about one standard deviation from the equator, so roughly one spin in six has \(m_z<0\) in equilibrium. This is not yet the share that ends in the wrong state. If \(B_z\) stays on when \(K_0\) is restored, the dividing point lies at \(z=-B_z/B_K=-0.1\), noise acts while the spins fall into the wells, and about one spin in twelve ends down.

## Where the argument stops

The dynamical results assume a uniaxial macrospin whose axis the voltage does not tilt. A 50 nm disk is at the edge of this description: for an exchange stiffness \(A=10\) pJ/m, a domain wall across the diameter, of energy \(4\sqrt{AK_0}\) per unit area, costs about \(48\,k_BT\), as much as coherent rotation. The barriers and times quoted are those of the macrospin. Without a common half-turn symmetry, an energy unchanged by \(m_z\to-m_z\) or by \(\mathbf m\to-\mathbf m\) still gives equal equilibrium weights, but the argument for driven motion no longer applies. An axis tilted towards \(x\), together with a field \(B_x\), has neither property. The tilt adds an energy term proportional to \(m_xm_z\), the field favours one sign of \(m_x\), and one state is then preferred even in equilibrium. If the voltage also drives a current whose spins are polarized along \(z\), or if a neighbouring layer supplies a stray \(B_z\), a bias is present and must be counted as one. The current is not a small correction, and its sign follows the polarity. Its torque, of strength \(a_J=\hbar\eta J/(2eMt_F)\) for current density \(J\) and efficiency \(\eta\), enters \(\dot z\) like a field \(B_z\) of magnitude \(a_J/\alpha\). With \(\eta=0.5\), 1 V across a resistance-area product of 1000 Ω µm² gives 16 mT, enough to lower \(P(\text{up})\) after 300 ns from 0.58 to 0.001 when the torque points down. At 10 Ω µm², the order expected for a barrier near 1 nm, it gives 1.6 T, and +1 V and −1 V write opposite states from either start within a few nanoseconds. In such a junction the polarity does choose the state, but through the current, not through the anisotropy.

For the simulation at the start, the practical consequence is to run every pulse without noise from two initial states, one up and one down, related by the half-turn. If both runs reverse, the pulse acts as a toggle for these starts. If neither does, noise may still erase the bit, as with the 20 ns pulse at 2 V. If both end in the same state, some term breaks the half-turn symmetry and should be identifiable in the model. Even then, the pulse is a reliable write only if the result survives a thermal spread of initial states and noise during the pulse, because a precessing spin can end on a given side by an accident of timing. The values used here are listed in the numerical output.

## Values computed for the example and the checks

```
diameter 50 nm, thickness 1 nm, oxide 1 nm
magnetization 1.0 MA/m, damping 0.01, temperature 300 K
voltage coefficient 100 fJ/(V m)
magnetic moment 1.9635e-18 A m^2
V = -1 V: K = 200 kJ/m^3, B_K = 400 mT
V = +0 V: K = 100 kJ/m^3, B_K = 200 mT
V = +1 V: K = 0 kJ/m^3, B_K = 0 mT
V = +2 V: K = -100 kJ/m^3, B_K = -200 mT
zero-voltage barrier 47.4 kT
initial tilt from the easy axis 8 deg
voltage only, 2 V for 5 ns: m_z = 0.7742
voltage only, 2 V for 20 ns: m_z = 0.0062
half-turn mismatch at B_z = 5 mT: 0.992
diffusion rate D = 3.714 per microsecond
1 V for 100 ns from up: S = 0.7035, P(up) = 0.8518
1 V for 300 ns from up: S = 0.1615, P(up) = 0.5808
1 V for 1000 ns from up: S = 0.0009, P(up) = 0.5004
stepped voltage: 0.95 V for 50 ns, then 1.05 V for 50 ns
P(up): simulation 0.8330, (1+S)/2 0.8331, standard error 0.0048
B_x = 30 mT: rest m_x = 0.150, barrier 34.3 kT
half precession period 0.5948 ns
1 V for half period (0.595 ns): m_z at pulse end from up -0.9836
  settled m_z: from up -0.989, from down +0.989
1 V for full period (1.190 ns): m_z at pulse end from up +0.9775
  settled m_z: from up +0.989, from down -0.989
guaranteed toggle window 0.398 to 0.793 ns
bias |B_z| = 20 mT, write pulse 1 V for 200 ns
B_z = +20 mT: settled m_z from up +1.000, from down +1.000
B_z = -20 mT: settled m_z from up -1.000, from down -1.000
B_z = +20 mT at 0 V for 10 ns, from down: m_z = -1.000
time to reach the equator against the bias 75.5 ns
voltage at which the opposing minimum vanishes 0.90 V
mu B_z/kT = 9.481; equilibrium at 1 V: 1 - P(up) = 7.63e-05
```
